**Dipole test of the L2 and L3 lines for a single 3d hole**

A free ion whose only 3d hole has j = 5/2 absorbs in the dipole line L3 (2p3/2 → 3d) and not in L2 (2p1/2 → 3d). Strengths are in units of R², where R is the 2p–3d radial integral of r, and are summed over three polarizations. The program computes the angular integrals by quadrature and treats the ion with explicit 15-electron determinants. It asserts that every L2 element from j = 5/2 vanishes within rounding, that the L3 strength is 2/5 for each orientation, and that the summed strengths agree with the 6j formula. It also asserts the line positions, the dependence of both strengths on the expectation value of l·s, and the closed formulas for a cubic crystal field and for thermal population. The output puts L3 at 933.10 eV and the empty L2 position at 954.10 eV. A cubic splitting of 1.5 eV with e_g above t_2g raises L2/L3 from 0 to 0.37, so the missing line does not carry over to a solid with such a field.

## Numerical check

```python
"""
Result under test: a free ion whose only 3d hole has j = 5/2 absorbs in the
dipole line L3 (2p3/2 -> 3d) and not in L2 (2p1/2 -> 3d).
Symbols: C_q = rank-1 spherical tensor of the unit vector r/r;
R = <2p|r|3d>; zeta_p, zeta_d = spin-orbit constants; E0 = 2p-3d energy
distance without spin-orbit coupling; delta = cubic crystal-field splitting;
ls = expectation value of l.s in the emptied 3d spin-orbital.
Strengths are in units of R^2 and summed over three polarizations.
Angular integrals are done by quadrature, and the ion is treated with
explicit 15-electron determinants; the derived formulas are tested on these.
"""
import numpy as np
from math import factorial
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import lpmv
from scipy.linalg import block_diag
from sympy import Rational
from sympy.physics.wigner import wigner_6j

# ---------- model parameters ----------
E0, zeta_p, zeta_d = 940.0, 14.0, 0.10          # eV
exp_2p, exp_3d = 12.5, 4.5                      # 1/bohr
hartree = const.value('Hartree energy in eV')
bohr = const.value('Bohr radius') * 1e10        # angstrom
light = 1 / const.fine_structure                # speed of light, atomic units
k_boltz = const.k / const.e                     # eV/K


# ---------- angular momentum matrices, m ascending ----------
def angular_momentum(l):
    m = np.arange(-l, l + 1)
    plus = np.diag(np.sqrt(l * (l + 1) - m[:-1] * (m[:-1] + 1)), -1)
    return [(plus + plus.T) / 2, (plus - plus.T) / 2j, np.diag(m)]


def shell(l):
    orb, spin = angular_momentum(l), angular_momentum(0.5)
    big_l = [np.kron(a, np.eye(2)) for a in orb]
    big_s = [np.kron(np.eye(2 * l + 1), a) for a in spin]
    total = [a + b for a, b in zip(big_l, big_s)]
    return total, sum(a @ b for a, b in zip(big_l, big_s))


def projector(j_vec, j):
    val, vec = np.linalg.eigh(sum(a @ a for a in j_vec))
    v = vec[:, abs(val - j * (j + 1)) < 1e-8]
    assert v.shape[1] == round(2 * j + 1)
    return v @ v.conj().T


Jp, ls_p = shell(1)
Jd, ls_d = shell(2)
Pp = {j: projector(Jp, j) for j in (0.5, 1.5)}
Pd = {j: projector(Jd, j) for j in (1.5, 2.5)}

# ---------- spherical tensor elements by quadrature on the sphere ----------
x_nodes, x_weights = np.polynomial.legendre.leggauss(12)
phi = 2 * np.pi * np.arange(16) / 16
X, PHI = np.meshgrid(x_nodes, phi, indexing='ij')
W = np.outer(x_weights, np.full(16, 2 * np.pi / 16))


def sph(l, m):
    a = abs(m)
    norm = np.sqrt((2*l + 1) / (4*np.pi) * factorial(l - a) / factorial(l + a))
    y = norm * lpmv(a, l, X) * np.exp(1j * a * PHI)
    return y if m >= 0 else (-1) ** a * y.conj()


def tensor(k, q):
    c = np.sqrt(4 * np.pi / (2 * k + 1)) * sph(k, q)
    a = [[np.sum(W * sph(1, mp).conj() * c * sph(2, m))
          for m in range(-2, 3)] for mp in range(-1, 2)]
    return np.kron(np.array(a), np.eye(2))


C = {q: tensor(1, q) for q in (-1, 0, 1)}

# the dipole is a vector operator: commutator used in the descent
Jp_minus, Jd_minus = Jp[0] - 1j * Jp[1], Jd[0] - 1j * Jd[1]
for q in C:
    lhs = Jp_minus @ C[q] - C[q] @ Jd_minus
    rhs = np.sqrt(2 - q * (q - 1)) * C[q - 1] if q > -1 else 0 * C[q]
    assert np.allclose(lhs, rhs, atol=1e-12)

# stretched state |2,2>|up> has j = 5/2 and reaches only |1,1>|up>, j = 3/2
stretched = np.zeros(10); stretched[-1] = 1
assert np.allclose(Pd[2.5] @ stretched, stretched)
reached = C[-1] @ stretched
stretched_element = reached[-1].real
assert np.isclose(stretched_element, -np.sqrt(2 / 5))
assert np.allclose(reached[:-1], 0) and np.allclose(Pp[1.5] @ reached, reached)
assert np.allclose(C[0] @ stretched, 0) and np.allclose(C[1] @ stretched, 0)

# every L2 element from j = 5/2 vanishes, for each q separately
largest_L2 = max(abs(Pp[0.5] @ C[q] @ Pd[2.5]).max() for q in C)
assert largest_L2 < 1e-12


# ---------- summed strengths against the 6j formula ----------
def summed_strength(jc, jv):
    return sum(np.trace(Pp[jc] @ C[q] @ Pd[jv] @ C[q].conj().T).real for q in C)


strength = {}
closed = {(1.5, 2.5): 12/5, (0.5, 2.5): 0, (1.5, 1.5): 4/15, (0.5, 1.5): 4/3}
for (jc, jv), value in closed.items():
    s = summed_strength(jc, jv)
    a, b = Rational(int(2 * jc), 2), Rational(int(2 * jv), 2)
    sixj = wigner_6j(1, a, Rational(1, 2), b, 2, 1) if jv - jc < 1.5 else 0
    assert np.isclose(s, float(2 * (2*a + 1) * (2*b + 1) * sixj**2), atol=1e-12)
    assert np.isclose(s, value, atol=1e-12)
    strength[jc, jv] = s

# ---------- explicit 15-electron determinants (16 spin-orbitals) ----------
N = 16
FULL = (1 << N) - 1


def parity(bits):
    return -1 if bin(bits).count('1') % 2 else 1


def many_electron(one_body):
    """Matrix of sum_ab X_ab a+_a a_b; determinants labelled by their hole."""
    M = np.zeros((N, N), complex)
    for hole in range(N):
        start = FULL ^ (1 << hole)
        for b in range(N):
            if b == hole:
                continue
            mid = start ^ (1 << b)
            sign_b = parity(start & ((1 << b) - 1))
            for a in (b, hole):
                sign_a = parity(mid & ((1 << a) - 1))
                new_hole = hole if a == b else b
                M[new_hole, hole] += sign_a * sign_b * one_body[a, b]
    return M


J_ion = [many_electron(block_diag(a, b)) for a, b in zip(Jp, Jd)]
h_one = block_diag(-E0 * np.eye(6) + zeta_p * ls_p, zeta_d * ls_d)
H_ion = many_electron(h_one)
cartesian = [(C[-1] - C[1]) / np.sqrt(2), 1j * (C[-1] + C[1]) / np.sqrt(2), C[0]]
dipole_ion = []
for c in cartesian:
    op = np.zeros((N, N), complex)
    op[:6, 6:], op[6:, :6] = c, c.conj().T
    dipole_ion.append(many_electron(op)[:6, 6:])
core_J, val_J = [a[:6, :6] for a in J_ion], [a[6:, 6:] for a in J_ion]
Q_core = {j: projector(core_J, j) for j in (0.5, 1.5)}
Q_val = {j: projector(val_J, j) for j in (1.5, 2.5)}
H_core, H_val = H_ion[:6, :6], H_ion[6:, 6:]


def level(H, Q):
    e = np.trace(H @ Q).real / np.trace(Q).real
    assert np.allclose(H @ Q, e * Q, atol=1e-8)
    return e


E_ground, E_upper = level(H_val, Q_val[2.5]), level(H_val, Q_val[1.5])
assert E_ground < E_upper
assert np.isclose(E_upper - E_ground, 2.5 * zeta_d)
E_L3 = level(H_core, Q_core[1.5]) - E_ground
E_L2 = level(H_core, Q_core[0.5]) - E_ground
assert np.isclose(E_L3, E0 - zeta_p / 2 + zeta_d)
assert np.isclose(E_L2, E0 + zeta_p + zeta_d)


def ion_strength(jc, rho):
    return sum(np.trace(Q_core[jc] @ d @ rho @ d.conj().T).real
               for d in dipole_ion)


ion_L3 = ion_strength(1.5, Q_val[2.5] / 6)
ion_L2 = ion_strength(0.5, Q_val[2.5] / 6)
assert np.isclose(ion_L3, 2 / 5) and abs(ion_L2) < 1e-12
for d in dipole_ion:
    assert abs(Q_core[0.5] @ d @ Q_val[2.5]).max() < 1e-12
# the same L3 strength for every orientation of the ion
G = sum(d.conj().T @ Q_core[1.5] @ d for d in dipole_ion)
assert np.allclose(Q_val[2.5] @ G @ Q_val[2.5], 2 / 5 * Q_val[2.5])


# ---------- any d hole: strengths follow <l.s> ----------
def hole_strengths(v):
    return [sum(np.linalg.norm(Pp[j] @ C[q] @ v) ** 2 for q in C)
            for j in (1.5, 0.5)]


rng = np.random.default_rng(3)
for _ in range(20):
    v = rng.normal(size=10) + 1j * rng.normal(size=10)
    v /= np.linalg.norm(v)
    ls = (v.conj() @ ls_d @ v).real
    assert np.allclose(hole_strengths(v), [2/15 * (2 + ls), 2/15 * (1 - ls)])

# ---------- cubic crystal field ----------
eg = np.zeros((5, 2)); eg[2, 0] = 1; eg[0, 1] = eg[4, 1] = np.sqrt(0.5)
P_eg = np.kron(eg @ eg.T, np.eye(2))


def field_case(delta):
    """<l.s>, L3 and L2 strengths averaged over the highest d quartet."""
    val, vec = np.linalg.eigh(zeta_d * ls_d + delta * P_eg)
    top = vec[:, -4:]
    assert np.ptp(val[-4:]) < 1e-10 and val[-4] - val[-5] > 1e-8
    s = np.mean([hole_strengths(top[:, i]) for i in range(4)], axis=0)
    root = np.sqrt((delta + zeta_d / 2) ** 2 + 6 * zeta_d ** 2)
    assert np.isclose(val[-1], (delta - zeta_d / 2) / 2 + root / 2)
    ls = np.trace(top.conj().T @ ls_d @ top).real / 4
    formula = -0.25 + ((delta + zeta_d / 2) / 2 + 6 * zeta_d) / (2 * root)
    assert np.isclose(ls, formula)
    return ls, s[0], s[1]


fields = {d: field_case(d) for d in (0.01, 0.1, 0.5, 1.5)}
ratios = [f[2] / f[1] for f in fields.values()]
assert all(a < b for a, b in zip(ratios, ratios[1:])) and ratios[-1] < 0.5
strong = field_case(1e4 * zeta_d)
assert abs(strong[2] / strong[1] - 0.5) < 1e-3   # correction of order zeta/delta


def ratio_minus_percent(delta):
    f = field_case(delta)
    return f[2] / f[1] - 0.01


delta_percent = brentq(ratio_minus_percent, 1e-3, 1.0)

# ---------- thermal population of the j = 3/2 level ----------
thermal = {}
for T in (300, 3000):
    b = np.exp(-(E_upper - E_ground) / (k_boltz * T))
    val, vec = np.linalg.eigh(H_val)
    weights = np.exp(-(val - val[0]) / (k_boltz * T))
    rho = (vec * (weights / weights.sum())) @ vec.conj().T
    thermal[T] = ion_strength(0.5, rho) / ion_strength(1.5, rho)
    assert np.isclose(thermal[T], 5 * b / (9 + b), rtol=1e-6)


# ---------- radial integral and oscillator strength ----------
def radial(power):
    n2 = np.sqrt((2 * exp_2p) ** 5 / factorial(4))
    n3 = np.sqrt((2 * exp_3d) ** 7 / factorial(6))
    return quad(lambda r: n2 * n3 * r ** (5 + power)
                * np.exp(-(exp_2p + exp_3d) * r), 0, 6, epsabs=1e-13, limit=200)[0]


R = radial(1)
R_closed = (factorial(6) / (exp_2p + exp_3d) ** 7
            * np.sqrt((2*exp_2p)**5 / 24 * (2*exp_3d)**7 / 720))
assert np.isclose(R, R_closed, rtol=1e-8)
omega = E_L3 / hartree
f_L3 = 2 * omega * R ** 2 * ion_L3 / 3
wavelength = const.h * const.c / (E_L3 * const.e) * 1e10

# ---------- beyond the dipole: rank 3 does connect 5/2 with 1/2 ----------
rank3 = sum(np.linalg.norm(Pp[0.5] @ tensor(3, q) @ Pd[2.5]) ** 2
            for q in range(-3, 4))
assert rank3 > 0.1
wave_number = E_L2 / hartree / light
orbital_scale = (wave_number ** 2 * radial(3) / R) ** 2
spin_scale = (E_L2 / hartree / (2 * light ** 2)) ** 2

# ---------- output ----------
print(f"E0 = {E0:.1f} eV, zeta_p = {zeta_p:.1f} eV, zeta_d = {zeta_d:.2f} eV")
print(f"Slater exponents 2p, 3d = {exp_2p}, {exp_3d} 1/bohr")
print(f"element <1,1|C_-1|2,2> = {stretched_element:.6f}")
print(f"largest |L2 element| from j=5/2 = {largest_L2:.1e}")
print("summed strengths (units R^2), 3d hole j -> 2p hole j:")
for (jc, jv), s in strength.items():
    print(f"  {jv} -> {jc}: {abs(s):.6f}")
print(f"ion, per hole state: L3 = {ion_L3:.6f}, L2 = {abs(ion_L2):.1e} R^2")
print(f"3d level gap (3/2 above 5/2) = {E_upper - E_ground:.3f} eV")
print(f"L3 line energy = {E_L3:.2f} eV")
print(f"empty L2 position = {E_L2:.2f} eV")
print(f"L2 - L3 distance = {E_L2 - E_L3:.2f} eV")
print(f"L3 wavelength = {wavelength:.3f} angstrom")
print(f"L3 photon energy = {omega:.4f} hartree")
print(f"R = {R:.5f} bohr = {R * bohr:.5f} angstrom")
print(f"L3 oscillator strength = {f_L3:.4f}")
print("cubic field: delta (eV), <l.s>, L3, L2 (R^2), L2/L3")
for d, (ls, s3, s2) in fields.items():
    print(f"  {d:5.2f}  {ls:.5f}  {s3:.5f}  {s2:.5f}  {s2 / s3:.5f}")
print(f"delta at which L2/L3 = 0.01: {delta_percent:.4f} eV")
for T, r in thermal.items():
    print(f"thermal L2/L3 at {T} K (kT = {k_boltz * T:.5f} eV) = {r:.3e}")
print(f"rank-3 angular strength 5/2 -> 1/2 = {rank3:.4f}")
print(f"beyond-dipole intensity scale, orbital part = {orbital_scale:.1e}")
print(f"beyond-dipole intensity scale, spin part = {spin_scale:.1e}")
print("success")
```

It prints:

```
E0 = 940.0 eV, zeta_p = 14.0 eV, zeta_d = 0.10 eV
Slater exponents 2p, 3d = 12.5, 4.5 1/bohr
element <1,1|C_-1|2,2> = -0.632456
largest |L2 element| from j=5/2 = 1.8e-16
summed strengths (units R^2), 3d hole j -> 2p hole j:
  2.5 -> 1.5: 2.400000
  2.5 -> 0.5: 0.000000
  1.5 -> 1.5: 0.266667
  1.5 -> 0.5: 1.333333
ion, per hole state: L3 = 0.400000, L2 = 1.5e-18 R^2
3d level gap (3/2 above 5/2) = 0.250 eV
L3 line energy = 933.10 eV
empty L2 position = 954.10 eV
L2 - L3 distance = 21.00 eV
L3 wavelength = 13.287 angstrom
L3 photon energy = 34.2908 hartree
R = 0.09123 bohr = 0.04827 angstrom
L3 oscillator strength = 0.0761
cubic field: delta (eV), <l.s>, L3, L2 (R^2), L2/L3
   0.01  0.99906  0.39987  0.00013  0.00031
   0.10  0.92502  0.39000  0.01000  0.02563
   0.50  0.47665  0.33022  0.06978  0.21131
   1.50  0.18811  0.29175  0.10825  0.37105
delta at which L2/L3 = 0.01: 0.0593 eV
thermal L2/L3 at 300 K (kT = 0.02585 eV) = 3.507e-05
thermal L2/L3 at 3000 K (kT = 0.25852 eV) = 2.027e-01
rank-3 angular strength 5/2 -> 1/2 = 0.8571
beyond-dipole intensity scale, orbital part = 1.6e-04
beyond-dipole intensity scale, spin part = 8.7e-07
success
```
